Counting Defects per Pixel from the Peaks of a Dark-Current Histogram

A silicon image sensor kept in the dark still collects electrons. Some come from a background that nearly all pixels share. Others come from single defects with an energy level deep in the gap, each releasing electrons at its own steady rate. If all defects are of one kind, a pixel with one defect is brighter than a clean pixel by a fixed step, and a pixel with two defects by two steps. A histogram of pixel dark rates then shows a row of peaks. How many defects does a pixel hold on average, and how fast does one defect generate?

**Six peaks by hand**

Take 20000 synthetic pixels with peaks centred near 20, 70, 120, ... electrons per second (e/s). Assigning each pixel to its nearest peak gives, for the first six,

2697, 5457, 5402, 3603, 1807, 713.

The spacing gives the single-defect rate at once: g ≈ 50 e/s. For the mean number λ, suppose that defects fall on pixels independently and with the same mean everywhere. The number n in a pixel is then Poisson distributed, and the expected areas are

Aₙ = N e^(−λ) λⁿ/n!.

Dividing neighbouring areas removes N and the exponential:

(n+1) Aₙ₊₁/Aₙ = λ.

The counts give

1 × 5457/2697 = 2.02
2 × 5402/5457 = 1.98
3 × 3603/5402 = 2.00
4 × 1807/3603 = 2.01
5 × 713/1807 = 1.97.

Each ratio estimates λ. To combine them, sum n Aₙ = λ Aₙ₋₁ over n = 1 to 5:

λ ≈ (5457 + 2×5402 + 3×3603 + 4×1807 + 5×713)/(2697 + 5457 + 5402 + 3603 + 1807) = 37863/18966 = 1.996.

The ratios also settle which peak is the zero-defect peak. If the first visible peak were called n = 1, the multipliers would become 2, 3, 4, 5, 6 and the results 4.05, 2.97, 2.67, 2.51, 2.37. These are not constant, so that label is wrong. If the numbers are Poisson distributed, the areas thus fix the zero of the count even when the background rate is unknown.

Nearest-peak counting fails once peaks overlap, and it supplies no error for g. A fit of the whole histogram copes with moderate overlap and supplies the errors, but it first requires a model of the peak widths.

**What one defect does**

In a depleted region free carriers are scarce, so recapture is neglected. The defect emits an electron to the conduction band at rate eₙ, then a hole to the valence band (it takes up a valence electron) at rate eₚ, and so on in turn. One collected electron needs one full cycle. The two waiting times are independent and exponential, so the cycle time T has

mean T̄ = 1/eₙ + 1/eₚ, variance V = 1/eₙ² + 1/eₚ².

The generation rate is

g = 1/T̄ = eₙeₚ/(eₙ + eₚ).

Over a long exposure τ the mean count is K = τ/T̄. The time taken by K cycles fluctuates by √(KV), which at fixed τ changes the count by √(KV)/T̄. Hence the count variance is fK, with

f = V/T̄² = (eₙ² + eₚ²)/(eₙ + eₚ)² = 1 − 2eₙeₚ/(eₙ + eₚ)².

This lies between 1/2, for equal rates, and 1, when one emission is much slower. Alternation makes the count steadier than a Poisson count. For eₙ = 3eₚ the formula gives 0.625; a simulation of 20000 exposures gave 0.632. The difference of 1.1% is about one sampling error, √(2/20000) = 1%.

For equal electron and hole capture cross sections S, thermal velocity v, intrinsic density nᵢ and a level D above the intrinsic level, detailed balance gives eₙ = S v nᵢ e^(D/kT) and eₚ = S v nᵢ e^(−D/kT). Inserting these,

g = S v nᵢ/[2 cosh(D/kT)].

**Peak positions and widths**

Let M frames of length t be averaged, so that τ = Mt; the frames are treated as one continuous exposure. Let x be the measured rate, μ₀ the mean background rate and s_b its spread over pixels. Let s be the spread of single-defect rates about g, and r the read noise per frame in electrons. The conversion gain from digital output to electrons is taken as known. For n defects the mean of x is μ₀ + ng. The independent variances add:

- The background rate contributes s_b², and the defect rates contribute ns².
- Counting noise has charge variance μ₀τ + fngτ, taking the background as Poisson. Division by τ² gives (μ₀ + fng)/τ.
- The read noise of M frames has charge variance Mr². Division by τ² = M²t² gives r²/(Mt²).

The variance of peak n is therefore a + nb, with

a = s_b² + r²/(Mt²) + μ₀/τ, b = s² + fg/τ.

The peaks are equally spaced but not equally wide. With many electrons per pixel and a nearly Gaussian spread of rates, each peak is close to Gaussian, and the density is

p(x) = Σₙ wₙ G(x; μ₀ + ng, a + nb), wₙ = e^(−λ)λⁿ/n!,

where G(x; m, σ²) is a normalized Gaussian of mean m and variance σ².

The synthetic pixels have λ = 2, μ₀ = 20 e/s, g = 50 e/s, s_b = 4 e/s, s = 2.5 e/s, r = 5 electrons, M = 40 and t = 0.5 s. The defects sit at midgap, so f = 1/2. Then

a = 16 + 25/(40×0.25) + 20/20 = 19.5 (e/s)²
b = 6.25 + 0.5×50/20 = 7.5 (e/s)².

The pixels were built from individual emission events rather than drawn from p(x), so the fit also tests the Gaussian approximation.

**The likelihood fit**

Let bin k run from xₖ to xₖ₊₁ and hold hₖ pixels. With σₙ² = a + nb, zₖₙ = (xₖ − μ₀ − ng)/σₙ and Φ the normal distribution function, its probability is

Pₖ = Σₙ wₙ [Φ(zₖ₊₁,ₙ) − Φ(zₖₙ)].

Using bin integrals avoids the error of evaluating the density at bin centres. The derivatives of Pₖ with respect to the five parameters follow from

∂wₙ/∂λ = wₙ(n/λ − 1)
∂z/∂μ₀ = −1/σₙ, ∂z/∂g = −n/σₙ
∂z/∂a = −z/(2σₙ²), ∂z/∂b = −nz/(2σₙ²),

together with dΦ/dz = φ(z), the normal density. For example,

∂Pₖ/∂g = −Σₙ wₙ (n/σₙ)[φ(zₖ₊₁,ₙ) − φ(zₖₙ)].

Up to a constant the log-likelihood is L = Σₖ hₖ ln Pₖ. Its slope with respect to parameter j is

Uⱼ = Σₖ hₖ (∂ⱼPₖ)/Pₖ.

Differentiating once more,

−∂ⱼ∂ₗL = Σₖ hₖ [(∂ⱼPₖ)(∂ₗPₖ)/Pₖ² − (∂ⱼ∂ₗPₖ)/Pₖ].

Replace hₖ by its expected value NPₖ. The last term becomes −N ∂ⱼ∂ₗ ΣPₖ, which vanishes because the probabilities sum to one. What remains is the information matrix

Fⱼₗ = N Σₖ (∂ⱼPₖ)(∂ₗPₖ)/Pₖ.

Near the maximum, a parameter change δ alters L by U·δ − δ·Fδ/2. Setting the derivative with respect to δ to zero gives the update

δ = F⁻¹U.

Since F is positive definite, U·F⁻¹U > 0 and a short enough step raises L. The step is halved until L does not fall and the parameters stay admissible. Iteration stops when U·F⁻¹U is below 10⁻⁶. For large N, the diagonal of F⁻¹ gives the squared standard errors.

**Starting values without looking at the plot**

The iteration finds a local maximum, so it needs a start with the right spacing and label. Equal spacing shows up in the characteristic function C(k) = ⟨e^(ikx)⟩. For fixed n a Gaussian gives exp[ik(μ₀+ng) − k²(a+nb)/2]. Put q = exp(igk − bk²/2). The Poisson average is Σₙ e^(−λ)(λq)ⁿ/n! = e^(λ(q−1)), so

C(k) = exp[iμ₀k − ak²/2 + λ(q − 1)].

Near k₁ = 2π/g all peaks are in phase and |C| revives. There q = exp(−bk₁²/2), and for bk₁² ≪ 2

|C(k₁)| ≈ exp(−vk₁²/2), v = a + λb.

The position of the revival gives g, its height gives the mean peak variance v, and its phase gives μ₀ up to a multiple of g. The total variance of x is λg² + v, so (variance − v)/g² is a rough λ. It selects the multiple of g for which (x̄ − μ₀)/g comes closest, x̄ being the histogram mean, and that quotient becomes the starting λ. The widths start at a = v/2 and b = v/(2λ).

In the example the revival height is 0.764 for the input parameters. The start found from the data was λ = 1.994, μ₀ = 19.2 e/s and g = 50.4 e/s. The excess in g has a cause. Near k₁, ln|C| ≈ −vk²/2 − λg²(k−k₁)²/2, whose maximum lies below k₁ by the fraction v/(v + λg²) = 34.5/5034.5 = 0.7%. This alone would give about 50.35 e/s; the search grid in k, with steps of 0.7% of k₁, can account for the rest.

**Result of the fit**

Three steps lead to

λ = 1.995 ± 0.010
g = 50.00 ± 0.03 e/s
μ₀ = 20.02 ± 0.06 e/s
a = 19.3 ± 0.4 (e/s)²
b = 7.6 ± 0.3 (e/s)².

The mean defect number actually drawn for these pixels was also 1.995. The error of 0.010 describes how such a sample mean scatters about the underlying λ = 2.

Pearson's statistic, Σ(observed − expected)²/expected, is 136.6 for 119 degrees of freedom. The probability of a larger value is 0.13, so the data give no reason to reject the model. Bins with fewer than five expected pixels were lumped together.

Starting one label too low leads to a second maximum with λ = 2.995 and the same spacing, but −2L is higher by 2775. That solution expects 20000 e^(−2.995) ≈ 1000 pixels in a peak near −30 e/s, where there are none.

**How precise, and when it stops working**

When the peaks are well separated, n is known for each pixel. The part of L that contains λ is then N(n̄ ln λ − λ), where n̄ is the sample mean of n. Its maximum is λ = n̄, and the variance of a Poisson mean gives

Var(λ) = λ/N.

For g, the problem is a straight-line fit of x against n with weights 1/σₙ². With Sⱼ = N Σₙ wₙnʲ/σₙ², inverting the 2×2 matrix for μ₀ and g gives

Var(g) = S₀/(S₀S₂ − S₁²).

For equal widths σ, S₀ = N/σ², S₁ = Nλ/σ² and S₂ = N(λ+λ²)/σ², so

Var(g) = σ²/(Nλ).

In the example the resolved formulas give errors of 0.0100 for λ and 0.0303 e/s for g. The full matrix, which includes overlap and finite bins, gives 0.0100 and 0.0307 e/s. In 200 repeated experiments with 4000 pixels each, the scatter was 0.91 times the predicted error for λ and 1.03 times for g. A scatter measured from 200 values is itself uncertain by about 5%, so the first ratio is low by nearly two of its standard errors.

Overlap changes this. For true values λ = 2, g = 50 e/s and b = 0, with N = 20000 and all five parameters (b included) fitted, the full matrix gives these relative errors:

σ/g = 0.1: λ 0.50%, g 0.05%
σ/g = 0.3: λ 0.54%, g 0.25%
σ/g = 0.4: λ 0.99%, g 0.56%
σ/g = 0.5: λ 4.1%, g 2.2%.

The resolved formulas would give 0.50% and 0.25% in the last line. If b were known to be zero and not fitted, the last line would read 3.0% and 1.5%. The revival shows why the automatic start also becomes unsafe there. For b = 0, |C(k₁)| = exp(−2π²σ²/g²), which is 0.007 at σ/g = 0.5. The maximum itself has moved 12% below k₁, where it would be read as g ≈ 57 e/s, and its height is 0.013. That is only about twice the sampling noise of C, 1/√N = 0.007. More pixels lower the noise but do not remove the shift; narrower peaks help with both.

Another failure is a defect density that varies over the chip. With a relative variation of 30% (gamma distributed), the variance of n rises from λ = 2 to 2 + (0.3×2)² = 2.36. The fit still returned the mean, 2.000, as the resolved limit λ = n̄ leads one to expect. But Pearson's statistic rose to 317 for 121 degrees of freedom, with a probability near 10⁻¹⁹. The Poisson error bar is then too small: in the resolved limit it should be √(2.36/20000) = 0.011.

**From the fitted rate to a silicon defect**

For a midgap level D = 0, so S = 2g/(v nᵢ). With rough room-temperature values v = 10⁷ cm/s and nᵢ = 10¹⁰ cm⁻³,

S = 2×50/(10⁷×10¹⁰) = 1×10⁻¹⁵ cm².

The histogram does not reveal D. A level only 0.05 eV from midgap would need a cross section 3.5 times larger for the same g. The spread s has a milder ambiguity: s² = b − fg/τ gives 2.5 e/s for f = 1/2 and 2.3 e/s for f = 1.

The parameters of the example are illustrative, not measured on a device. Real devices can depart from the assumption of one common rate in several ways. Three are considered here.

*Temperature.* Since v ∝ T^(1/2) and nᵢ ∝ T^(3/2) e^(−E₀/2kT), a midgap defect with a constant cross section has d ln g/dT = 2/T + E₀/(2kT²). With a rough extrapolated gap E₀ = 1.2 eV this is 8.4% per kelvin. A difference of 0.2 K across the chip changes g by 1.7%. At n = 5 that is about 4 e/s, against a peak width of √(19.5 + 5×7.5) = 7.5 e/s.

*Tunnelling.* A partly excited carrier can tunnel through the rest of the barrier. Excitation to an energy ukT below the band edge is more frequent than excitation to the edge by e^u. From there the carrier crosses a triangular barrier with the semiclassical probability exp(−Ku^(3/2)), where K = 4√(2m*)(kT)^(3/2)/(3ħeF) in a field F. In this picture emission grows by the factor 1 + ∫e^(u − Ku^(3/2)) du, with u running from 0 at the band edge to its value at the defect level. With m* = 0.25m for electrons and holes alike, and defects spread evenly over fields from 0 to 0.01 MV/cm, this formula raises the mean rate by 10% and spreads the rates by 4.2%. These numbers are not a prediction for silicon. At such low fields most of the gain comes from energies with Ku^(3/2) < 1, where the semiclassical probability is unreliable. For a short-range defect in a uniform field, the exact thermal carrier density at the defect grows only by the factor exp[(ħeF)²/(24m*(kT)³)], which is 1.0007 at 0.01 MV/cm. The formula serves here only to supply a skewed distribution of rates. A refit of pixels with this distribution in place of the Gaussian one gave g = 55.04 e/s against a true mean of 55.02 e/s. The fit thus still measures the mean rate for this mild skew (skewness about −0.25). The field range is low, however. An abrupt silicon junction at 2.5 V has a peak field of about 0.09 MV/cm for a doping of 10¹⁶ cm⁻³ and 0.28 MV/cm for 10¹⁷ cm⁻³. With the exact factor above and fields spread evenly up to 0.3 MV/cm, the rates spread by 13 e/s. The fit then returns g near 60 e/s against a true mean of 64 e/s and λ near 2.1, and the model no longer describes the histogram.

*Charged centres.* A carrier leaving an attractive centre along the force of the field F has potential energy −e²/(εr) − eFr in Gaussian units. Its maximum, at r = √(e/(εF)), lies 2√(e³F/ε) below the zero-field edge: 0.022 eV at 0.01 MV/cm with ε = 11.7. Averaged over escape directions, with no change on the uphill side, that emission rate grows by a factor 1.40. If the two zero-field rates are equal and the other one is unchanged, g grows by 2×1.40/(1 + 1.40) = 1.17. If the attracted carrier is already emitted ten times faster than the other, the slower step limits g, which then grows only by 1.03. For equal rates the gain in g rises roughly as √F, so for fields spread evenly from 0 to 0.01 MV/cm its standard deviation is about √(1/2 − 4/9) = 0.24 of the top value of 17%, or 4%. That is about 2 e/s, no more than the spread s = 2.5 e/s already present in the example, so in this case the fitted b would not single out such defects. This holds only for equal rates and these low fields. The same model gives a spread of 3.9 e/s for fields up to 0.03 MV/cm and 7.6 e/s for fields up to 0.1 MV/cm. If the attracted carrier is the slower one by a factor of ten, the spread is 4.4 e/s already for fields up to 0.01 MV/cm.

Calculated quantities

```
pixels 20000; frames 40 x 0.5 s; tau 20 s
bin width 2.0 e/s; read noise 5.0 e per frame
input spreads: background 4.0, defect 2.5 e/s
variance/mean, e_n/e_p=3: simulated 0.632, formula 0.625
height of first revival |C(2pi/g)|: 0.764
parameter: input, start, fit, standard error
  lambda: 2.000, 1.994, 1.9948, 0.0100
  mu0 [e/s]: 20.000, 19.244, 20.0162, 0.0628
  g [e/s]: 50.000, 50.414, 50.0033, 0.0307
  a [(e/s)^2]: 19.500, 17.351, 19.3259, 0.4360
  b [(e/s)^2]: 7.500, 8.702, 7.5892, 0.2571
scoring steps: 3
true sample mean of n: 1.9948
Pearson: 136.6 for 119 degrees of freedom, p=0.129
peak n: pixels counted, Poisson area from fit
  0: 2697, 2721
  1: 5457, 5427
  2: 5402, 5413
  3: 3603, 3600
  4: 1807, 1795
  5: 713, 716
label shifted by one: lambda 2.995, g 50.00 e/s, converged True
  rise of -2 ln L: 2775
errors, resolved formula: lambda 0.01000, g 0.03030 e/s
errors, full information: lambda 0.01000, g 0.03068 e/s
200 repeats of 4000 pixels, scatter/predicted error: lambda 0.91, g 1.03
width/g (b=0): error of lambda [%], error of g [%]
  0.1: 0.500, 0.0503
  0.2: 0.501, 0.1115
  0.3: 0.538, 0.2525
  0.4: 0.989, 0.5644
  0.5: 4.140, 2.1831
density spread 30 %: lambda 2.0003, true mean 2.0004
  Pearson 317.2 for 121, p=1.6e-19
defect rate spread if variance/mean=0.5: 2.518 e/s
defect rate spread if variance/mean=1.0: 2.256 e/s
rough silicon: T 300 K, n_i 1e+10 cm^-3, v 1e+07 cm/s
midgap capture cross section: 1.000e-15 cm^2
level 0.05 eV off midgap: cross section x 3.53
extrapolated gap 1.2 eV: d ln g/dT = 8.40 %/K
  0.2 K over chip: g changes 1.68 %
field 0 to 0.01 MV/cm, tunnelling mass 0.25 m
  tunnelling gain at top field: 17.3 %
  mean gain 10.0 %, relative rate spread 4.2 %
  refit: g 55.043, true mean rate 55.023 e/s
  refit: lambda 1.9983, true mean 1.9983
Poole-Frenkel, permittivity 11.7: lowering 0.0222 eV
  one emission rate x 1.40, midgap g x 1.17
```
